# Null Collisions in an Electron Cascade: Proof, Energy Ledger and Errors

## The sampling problem

An electron released in a resist by an extreme-ultraviolet photon ionizes other sites before it comes to rest. The electrons it frees may ionize in turn, and the spread of all these sites contributes to the blur of the chemical image. To simulate the cascade one must draw the distance to each collision. This is easy if the collision rate is constant along a flight. It is not if the electron also loses energy continuously, because the rate then changes while the electron moves.

Let $E$ be the kinetic energy and $s$ the path length since the last real collision. Losses too small to follow singly are represented by a constant soft stopping power $S>0$:

$$\frac{dE}{ds}=-S,\qquad E(s)=E_i-Ss .$$

Real collisions occur at the rate per unit path $\Sigma(E)=\Sigma_{\rm ion}(E)+\Sigma_{\rm el}(E)$, for ionization and elastic scattering. The medium is homogeneous and field-free, and the chance of a collision depends only on the present state. Ionization costs a binding energy $B$. An electron is followed down to $E=B$, below which it cannot ionize, so a flight ends at the latest at $s_c=(E_i-B)/S$.

The probability $P(s)$ of no real collision up to $s$ obeys $dP/ds=-\Sigma(E(s))P$ with $P(0)=1$. Hence

$$P(s)=e^{-\tau(s)},\qquad \tau(s)=\int_0^s\Sigma(E(t))\,dt .$$

Direct sampling would require solving $\tau(s)=-\ln\xi$ for every flight, with $\xi$ uniform on $(0,1)$. The null-collision method avoids the integral and the root search.

## The algorithm and its proof

Choose a constant $M\ge\Sigma(E)$ for all reachable $E$, called a majorant. Then repeat:

1. Draw a step $-\ln\xi/M$. If it passes the cutoff, move to the cutoff and stop.
2. Otherwise move, lower $E$ by $S$ times the step, and evaluate the rates at the new energy.
3. Accept a real event of channel $j$ with probability $\Sigma_j(E)/M$. With the remaining probability $1-\Sigma(E)/M$ the event is null: direction and energy are left alone, and the flight goes on.

**Claim.** The real events have the same joint law as with the true rates, for every admissible $M$.

Consider $n$ null events at $s_1<\dots<s_n<s$, followed by a real event of channel $j$ in $ds$. The candidates form a Poisson process, whose density for these points and no others is $M^{n+1}e^{-Ms}$. Multiplying by the rejection and acceptance probabilities gives

$$M^{n+1}e^{-Ms}\prod_{i=1}^n\left[1-\frac{\Sigma(E(s_i))}{M}\right]\frac{\Sigma_j(E(s))}{M}
=e^{-Ms}\,\Sigma_j(E(s))\prod_{i=1}^n\left[M-\Sigma(E(s_i))\right].$$

The product is symmetric in the $s_i$. Its integral over the ordered region is therefore $1/n!$ times the integral over the full cube, and

$$p_{n,j}(s)=\Sigma_j(E(s))\,e^{-Ms}\,\frac{[Ms-\tau(s)]^n}{n!}.$$

Summing over the unobserved number of nulls,

$$\sum_{n=0}^\infty p_{n,j}(s)=\Sigma_j\,e^{-Ms}e^{Ms-\tau(s)}=\Sigma_j(E(s))\,e^{-\tau(s)} .$$

This is the true density: survival to $s$ times the rate of channel $j$ there. The same sum without the final real event gives $e^{-\tau(s_c)}$ for reaching the cutoff.

After a real event, the outgoing energies and directions are drawn from a law that depends only on the state at that event. Later Poisson points are independent of earlier ones, so the argument restarts for each outgoing electron. Induction over successive events and branches extends the result to the whole cascade.

The null events themselves do depend on $M$. While the flight survives, a null occurs in $ds$ with probability $(M-\Sigma)ds$. The mean number per flight is thus

$$\bar n_0=\int_0^{s_c}(M-\Sigma)P\,ds=M\int_0^{s_c}P\,ds-[1-P(s_c)],$$

where $\int\Sigma P\,ds=1-P(s_c)$ because $\Sigma P=-dP/ds$. A larger $M$ costs more candidates and leaves the real law unchanged.

In the limit $S\to0$ the energy is constant during a flight, $\tau=\Sigma s$, and a single exponential draw with rate $\Sigma(E_i)$ suffices. In this homogeneous medium it is the soft loss that makes null events useful.

## Ionization rate and a proved majorant

Take a classical Coulomb collision with a free electron at rest, and let $C=e^2/4\pi\varepsilon_0$. For equal masses the centre-of-mass energy is $E/2$, so impact parameter $b$ gives $\tan(\theta_{\rm cm}/2)=C/(Eb)$. The energy transfer is

$$W=E\sin^2\frac{\theta_{\rm cm}}2=\frac{E}{1+(Eb/C)^2},\qquad b^2=\frac{C^2}{E^2}\left(\frac EW-1\right).$$

With $d\sigma=\pi|d(b^2)|$ and target density $\rho$,

$$\frac{d\Sigma_{\rm ion}}{dW}=\frac{K}{EW^2},\qquad K=\pi\rho C^2 .$$

This is the Thomson binary-encounter law. The transfer must pay the binding energy, so $W\ge B$. The outgoing energies are $E-W$ and $W-B$. Calling the faster electron the primary requires $E-W\ge W-B$, or $W\le(E+B)/2$. The law is truncated there as a model choice; exchange interference and collective excitations are left out. Integration gives

$$\Sigma_{\rm ion}=\frac KE\left(\frac1B-\frac2{E+B}\right)=\frac{K(E-B)}{EB(E+B)} .$$

At the maximum, the derivative of $(E-B)/(E^2+EB)$ vanishes:

$$E^2+EB-(E-B)(2E+B)=0\;\Rightarrow\;E^2-2BE-B^2=0,$$

so $E=B(1+\sqrt2)$, and the peak rate is $K(3-2\sqrt2)/B^2$. The elastic model is $\Sigma_{\rm el}=(1/\text{nm})/(1+E/20\text{ eV})$, which falls with $E$ and is largest at the cutoff. A valid majorant is therefore

$$M=\frac{K(3-2\sqrt2)}{B^2}+\Sigma_{\rm el}(B).$$

The sum of two separate maxima may exceed the maximum of the sum. That costs some extra nulls and causes no bias.

Directions follow from momentum conservation. With unit vectors $\mathbf u,\mathbf p,\mathbf q$ for the incoming, primary and secondary electrons, $\sqrt E\,\mathbf u=\sqrt{E-W}\,\mathbf p+\sqrt W\,\mathbf q$. Isolating $\sqrt W\,\mathbf q$ and squaring gives $W=2E-W-2\sqrt{E(E-W)}\cos\theta_p$. Isolating the other term gives the second angle in the same way:

$$\cos\theta_p=\sqrt{\frac{E-W}{E}},\qquad \cos\theta_s=\sqrt{\frac WE},$$

with opposite azimuths. The secondary then pays $B$ without turning further, another model choice. Elastic scattering is isotropic.

## The energy ledger

Four accounts are kept: the kinetic energy $T$ of all electrons still being followed, the soft heat $Q$, the binding energy $U$, and the residual energy $R$ of electrons no longer followed. Each operation balances:

- A flight of length $\ell$ changes $T$ by $-S\ell$ and $Q$ by $+S\ell$.
- A null or elastic event changes no account.
- An ionization replaces $E$ by $(E-W)+(W-B)$ and adds $B$ to $U$. The sum is again $E$.
- An electron at or below $B$ moves its energy from $T$ to $R$.

Induction over operations gives $T+Q+U+R=E_0$ after every event. At the end $T=0$, and for total path $L$ and $N$ ionizations

$$E_0=SL+BN+R .$$

This holds in each history. In the numerical check $Q$ is computed from the geometric distance between successive positions, so an inconsistency between motion and energy loss would show.

## A reference calculation without null events

The mean results of a cascade also obey equations containing real rates alone. Let $N(E)$ now denote the mean number of ionizations started by one electron. During a first short step $ds$,

$$N(E)=(1-\Sigma_{\rm ion}ds)N(E-S\,ds)+ds\int d\Sigma_{\rm ion}\,[1+N(E-W)+N(W-B)].$$

Expanding $N(E-S\,ds)=N-SN'ds$ and keeping first order in $ds$,

$$SN'=\int d\Sigma_{\rm ion}\,[1+N(E-W)+N(W-B)-N(E)],$$

with $N=0$ for $E\le B$. Replacing the source 1 inside the integral by a source 1 outside it gives the mean path. With no source, and the value $E$ for $E\le B$, one obtains the mean residual.

For the blur, let $\mathbf r_i$ be the ionization sites measured from the start, $m=\langle\sum_i\mathbf u\cdot\mathbf r_i\rangle$ and $q=\langle\sum_i r_i^2\rangle$. A step $\mathbf u\,ds$ shifts every later site. It adds $ds$ to each $\mathbf u\cdot\mathbf r_i$ and $2\,ds\,\mathbf u\cdot\mathbf r_i$ to each $r_i^2$, to first order. By axial symmetry an electron leaving along $\mathbf u'$ has mean vector sum $m\mathbf u'$, whose projection on $\mathbf u$ is $m\cos\theta$. After isotropic scattering this averages to zero. Hence

$$Sm'=N-(\Sigma_{\rm ion}+\Sigma_{\rm el})m+\int d\Sigma_{\rm ion}[\cos\theta_p\,m(E-W)+\cos\theta_s\,m(W-B)],$$

$$Sq'=2m+\int d\Sigma_{\rm ion}[q(E-W)+q(W-B)-q(E)],$$

with $m=q=0$ for $E\le B$. The site-weighted rms distance from the start is $\sqrt{q/N}$.

## One flight, with its errors

The example is a generic resist model with round parameters: $\rho=200$ nm$^{-3}$, $B=10$ eV and $S=4$ eV/nm. Then $K=1302.8$ eV$^2$/nm. The ionization rate peaks at 24.14 eV with 2.235 nm$^{-1}$, and adding $\Sigma_{\rm el}(B)=1/1.5=0.667$ nm$^{-1}$ gives $M=2.902$ nm$^{-1}$.

A 15 eV electron reaches the cutoff after at most $(15-10)/4=1.25$ nm. Quadrature of the real rates gives 0.1224 for the probability of getting there without a real event; 200,000 sampled flights give 0.1225. The separate terms of the null series also agree: a real event after zero, one or two nulls has probability 0.6871, 0.1458 and 0.0343, against sampled 0.6872, 0.1464 and 0.0336.

The largest deviation here is in the channel choice. The first real event is an ionization with probability 0.6061, and the sample gives 0.6033. The standard error is $\sqrt{0.6061\times0.3939/200000}=0.0011$, so the difference is 2.6 standard errors. The tests accept up to 4.5.

Two faults can be quantified. If the starting rate is frozen, the exponent becomes $2.3085\times1.25=2.886$ instead of $\tau(s_c)=-\ln0.1224=2.100$, and survival drops to 0.0558, less than half the correct value. For a short flight, expansion in $s$ gives

$$\Sigma(E_i)s-\tau(s)\simeq\tfrac12S\,\Sigma'(E_i)s^2 .$$

At $s\sim1/\Sigma$ freezing is therefore harmless if $S|\Sigma'|/(2\Sigma^2)\ll1$. This uses only the slope at the start and does not cover longer flights: at 15 eV the ratio is 0.055, yet the frozen survival to the cutoff, at $s\Sigma(E_i)=2.9$, is wrong by more than a factor of two. In the present model this condition is hardest to meet near threshold, where $\Sigma$ varies steeply. It matters only if the flight can get that far, however. An electron starting just above $B$ reaches the cutoff well before $s\sim1/\Sigma$, and the error from freezing vanishes as $E_i\to B$. In this model the absolute error in the survival probability $P(s)$ is largest, about 0.12, for electrons starting roughly 3 eV above threshold.

If $M$ is too small, the acceptance probability saturates at one. The total rate actually sampled is $\min(\Sigma,M)$, and survival is too large by the factor $\exp\int\max(\Sigma-M,0)\,ds$. With $M$ set to half the starting rate, 1.154 nm$^{-1}$, the clipped law predicts 0.2487 and sampling gives 0.2488. This is 2.03 times the correct survival. More histories would not remove this bias.

## The full cascade

For $E_0=80$ eV, 30,000 histories were run with $M$ and as many with $2.5M$. Standard errors are in parentheses.

| Mean per history | Equation | $M$ | $2.5M$ |
|---|---|---|---|
| Ionizations | 4.518 | 4.508 (0.004) | 4.512 (0.004) |
| Path, nm | 2.864 | 2.869 (0.006) | 2.872 (0.006) |
| $\sum r^2$, nm$^2$ | 11.66 | 11.63 (0.07) | 11.69 (0.07) |

Both ionization means lie below the reference, by 2.7 and 1.6 standard errors. Pooled, they are low by 0.0076, or 3.0 standard errors, which is 0.17% of the mean. Halving the energy step of the reference from 0.1 to 0.05 eV was required to change its results by less than 0.1%. These data do not decide whether the remaining difference is chance or a small numerical error, so agreement of the mean number of ionizations is claimed only at the level of 0.2%. The two majorants can also be compared with each other, without the reference: their distributions of ionization number are compatible, with a chi-square $p$ value of 0.42.

The nulls behave differently. Candidates occur at rate $M$ along the followed path, so their mean number is $ML=2.9019\times2.8642=8.312$. Subtracting 4.518 ionizations and 1.036 elastic events leaves 2.758 nulls, against 2.760 sampled. With $2.5M$ there are 15.2. The standard errors are nearly equal in the two runs: the extra candidates add work and no precision.

The blur is $\sqrt{11.664/4.518}=1.61$ nm. It is measured from the starting point; the mean site lies $4.954/4.518=1.10$ nm forward along the initial direction. Averaging over initial directions removes this forward shift but leaves the rms distance unchanged. The number describes ionization sites in this model and is not a prediction for a real resist. The elastic rate is an assumed form with a mean free path of 5 nm at 80 eV, whereas elastic paths in polymers at this energy are below 1 nm; a larger $\Sigma_{\rm el}$ adds to the loss term for $m$ and lowers the blur. Classical flights are also at the edge of their validity at low energy: at 15 eV the de Broglie wavelength, 0.32 nm, is comparable to the mean free path, 0.43 nm. Motion below 10 eV, reactions of the slow electrons, and acid diffusion are not included.

The mean energy balance is

$$11.46+45.18+23.37=80.0\ \text{eV}$$

for heat, binding and residual. The cost per ionization is $80/4.518=17.7$ eV, well above $B$, because the other two accounts take 34.8 eV.

## What the ledger can and cannot detect

A 40 eV history, selected because it is short and contains every event type, shows the accounts at work. Its first ionization occurs at 36.759 eV with $W=21.732$ eV. The primary keeps $36.759-21.732=15.027$ eV and the secondary receives $21.732-10=11.732$ eV, so the live energy is 26.759 eV. With 3.241 eV of heat and 10 eV of binding the total is 40.000 eV.

The primary ionizes again at 11.840 eV with $W=10.411$ eV. The outgoing energies, 1.429 and 0.411 eV, are both below the cutoff, and 1.840 eV enters the residual. The stored secondary then slows to 10 eV without ionizing. The final balance is $8.160+20.000+11.840=40.000$ eV.

Over all 80 eV histories with correct rules, the largest ledger error after any event is $7\times10^{-14}$ eV, the size of rounding. If the secondary is wrongly given $W$ instead of $W-B$, the final error is $B$ times the number of ionizations, with a mean of 69 eV in a sample of 500 histories. The ledger catches this fault.

It does not catch every fault. Suppose a null event wrongly redraws the direction. No energy changes, and the ledger still closes to rounding. The equation for $N$ contains no angles, so the mean number of ionizations is also unaffected. The equation for $m$, however, acquires the extra loss $-(M-\Sigma)m$. Since its gain terms are nonnegative, $m$ falls, and with it $q$. The sampled blur drops from 1.61 to 1.19 nm, an error of $-26\%$ that depends on the arbitrary $M$.

Energy closure is thus a necessary check on a cascade code, while the spatial result needs a test of its own. Repeating the run with a different majorant is one such test for the treatment of null events, since every real observable must stay the same within its statistical error. It cannot reveal a wrong rule for the real collisions, which would give the same wrong result for every valid $M$. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Target density 200 /nm^3; B 10 eV; S 4 eV/nm
Elastic rate at zero energy 1.0 /nm; scale 20 eV
e^2/(4 pi eps0) 1.43996 eV nm; K 1302.82 eV^2/nm
Ionization rate peak 2.2353 /nm at 24.142 eV
Majorant M 2.9019 /nm
At 80 eV: ion 1.2666, elastic 0.2000 /nm
FLIGHT from 15 eV, 200000 samples, cutoff at 1.250 nm
Start rates: ion 1.7371, total 2.3085 /nm
Survival at 0.250 nm: integral 0.57293, sampled 0.57269
Survival at 0.625 nm: integral 0.27375, sampled 0.27418
Survival at 1.000 nm: integral 0.15529, sampled 0.15597
Reach cutoff: integral 0.12241, sampled 0.12248
First real event ionizes: integral 0.60607, sampled 0.60328
0 nulls then real: integral 0.68711, sampled 0.68717
1 nulls then real: integral 0.14584, sampled 0.14638
2 nulls then real: integral 0.03425, sampled 0.03355
Mean nulls per flight: integral 0.43527, sampled 0.43446
Reach cutoff if start rate is frozen: 0.05582
Too small M 1.1543 /nm: clipped 0.24874, sampled 0.24884
CASCADE from 80 eV, 30000 histories each for M and 2.5 M
Mean per history: equation | M (std error) | 2.5 M (std error)
Ionizations: 4.5178 | 4.5082 (0.0036) | 4.5122 (0.0036)
Elastic events: 1.0357 | 1.0372 (0.0064) | 1.0462 (0.0065)
Path, nm: 2.8642 | 2.8686 (0.0064) | 2.8718 (0.0064)
Residual, eV: 23.3657 | 23.4434 (0.0329) | 23.3908 (0.0328)
Sum of z, nm: 4.9540 | 4.9367 (0.0202) | 4.9445 (0.0202)
Sum of r^2, nm^2: 11.6640 | 11.6275 (0.0703) | 11.6912 (0.0702)
Null events: M 2.760, 2.5 M 15.246
Same ionization-number distribution, chi-square p: 0.415
Rms blur, nm: equation 1.6068, M 1.6060, 2.5 M 1.6097
Energy per ionization E0/N: 17.708 eV
Mean heat 11.457, binding 45.178, residual 23.366 eV
Largest ledger error 7.1e-14 eV
Nulls that scatter: blur 1.1940 nm, ledger error 4.3e-14 eV
Binding not charged: mean ledger error 69.04 eV
LEDGER of a selected 40 eV history, all in eV
event: E start, E at event, W | live, heat, binding, residual | total
elastic: 40.000, 38.656, 0.000 | 38.656, 1.344, 0.000, 0.000 | 40.000
null: 38.656, 36.799, 0.000 | 36.799, 3.201, 0.000, 0.000 | 40.000
ionize: 36.799, 36.759, 21.732 | 26.759, 3.241, 10.000, 0.000 | 40.000
ionize: 15.026, 11.840, 10.411 | 11.732, 6.427, 20.000, 1.840 | 40.000
null: 11.732, 10.651, 0.000 | 10.651, 7.509, 20.000, 1.840 | 40.000
elastic: 10.651, 10.633, 0.000 | 10.633, 7.527, 20.000, 1.840 | 40.000
stop: 10.633, 10.000, 0.000 | 0.000, 8.160, 20.000, 11.840 | 40.000
```
